# Number-Averaged Auger Decay of a Gaussian Carrier Profile: test program

```python
"""
Result under test: for pair density n(r) = n0 exp(-r^2/w^2) in a film, uniform
through the thickness, with local Auger loss dn/dt = -C n^3, the number-averaged
decay rate -(dN/dt)/N equals C n0^2 / 3, while the peak decays at C n0^2.
Symbols: n0 peak pair density, w 1/e radius of the density, C ambipolar Auger
coefficient, N total number of pairs, u = n/n0, s = 2 C n0^2 t.
Internal units: cm and s. Material parameters are rough values for silicon.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Inputs (rough typical values for a passivated silicon film)
n0 = 1e19               # cm^-3
w = 100e-4              # cm
thickness = 1e-4        # cm
C = 4e-31               # cm^6/s
D = 10.0                # cm^2/s, ambipolar diffusion
S = 10.0                # cm/s, surface recombination velocity, each face
tau_bulk = 10e-6        # s, bulk defect lifetime
B = 5e-15               # cm^3/s, radiative coefficient
T = 300.0               # K
photon_eV = 2.33        # eV, pump photon
heat_capacity = 1.66    # J/(cm^3 K)
mass_e, mass_h = 1.08, 1.15   # density-of-states masses / electron mass
g = 1.0                 # C(n) = C [1 + g (1 - n/n0)]: doubles at dilute edge

peak_rate = C * n0**2
mean_rate = peak_rate / 3


def surviving(s):
    return np.arcsinh(np.sqrt(s)) / np.sqrt(s)


def rate_ratio(s):
    return (1 + s) / s - np.sqrt((1 + s) / s) / np.arcsinh(np.sqrt(s))


def simulate(t_end, cells=300, auger=C, diff=0.0, linear=0.0, rad=0.0, slope=0.0):
    """Radial finite volumes; returns radii, ring areas, initial and final u."""
    edges = np.linspace(0, 5 * w, cells + 1)
    h = edges[1]
    r = 0.5 * (edges[1:] + edges[:-1])
    area = np.pi * (edges[1:]**2 - edges[:-1]**2)
    start = np.exp(-(r / w)**2)

    def rhs(t, u):
        flow = np.zeros(cells + 1)
        flow[1:-1] = diff * 2 * np.pi * edges[1:-1] * np.diff(u) / h
        local_C = auger * (1 + slope * (1 - u))
        loss = local_C * n0**2 * u**3 + linear * u + rad * n0 * u**2
        return np.diff(flow) / area - loss

    sol = solve_ivp(rhs, (0, t_end), start, rtol=1e-9, atol=1e-12)
    assert sol.success
    return r, area, start, sol.y[:, -1]


def fraction(t_end, **options):
    _, area, start, end = simulate(t_end, **options)
    return np.sum(area * end) / np.sum(area * start)


# Tilted elliptical Gaussian summed on a Cartesian grid
axis = np.linspace(-12, 12, 601)
X, Y = np.meshgrid(axis, axis)
angle = 0.4
P = X * np.cos(angle) + Y * np.sin(angle)
Q = -X * np.sin(angle) + Y * np.cos(angle)
profile = np.exp(-(P / 1.0)**2 - (Q / 1.9)**2)
factor_grid = np.sum(profile**3) / np.sum(profile)
assert abs(factor_grid - 1 / 3) < 1e-8
factor_varC = np.sum((1 + g * (1 - profile)) * profile**3) / np.sum(profile)
assert abs(factor_varC - (1 / 3 + g / 12)) < 1e-8

# Random carriers drawn from the Gaussian: each sees a local density u
rng = np.random.default_rng(7)
positions = rng.normal(0, 1 / np.sqrt(2), size=(2, 1_000_000))
u_seen = np.exp(-np.sum(positions**2, axis=0))
mc_mean, mc_square = u_seen.mean(), np.mean(u_seen**2)
counts = np.histogram(u_seen, bins=10, range=(0, 1))[0] / u_seen.size
assert abs(mc_mean - 0.5) < 1.5e-3       # about five standard errors
assert abs(mc_square - 1 / 3) < 1.5e-3
assert np.max(abs(counts - 0.1)) < 1.5e-3

# Same average in one and three dimensions
dim_factor = {}
for dim in (1, 3):
    top = quad(lambda r: r**(dim - 1) * np.exp(-3 * r * r), 0, 10)[0]
    bottom = quad(lambda r: r**(dim - 1) * np.exp(-r * r), 0, 10)[0]
    dim_factor[dim] = top / bottom
    assert abs(dim_factor[dim] - 3**(-dim / 2)) < 1e-8

# Diffusion conserves number and lowers the peak at 4 D / w^2
rs, ws = sp.symbols('r w', positive=True)
gauss = sp.exp(-rs**2 / ws**2)
laplacian = sp.simplify(sp.diff(gauss, rs, 2) + sp.diff(gauss, rs) / rs)
assert sp.simplify(sp.integrate(sp.expand(laplacian * rs), (rs, 0, sp.oo))) == 0
assert sp.simplify(sp.limit(laplacian, rs, 0) + 4 / ws**2) == 0

# Time integration against the closed formulas
t_ref = 1 / peak_rate
s_ref = 2 * peak_rate * t_ref
t_short = 1e-11
slope_sim = (1 - fraction(t_short)) / t_short
assert abs(slope_sim / mean_rate - 1) < 1e-3   # finite time step of the slope
r, area, start, end = simulate(t_ref)
frac_sim = np.sum(area * end) / np.sum(area * start)
assert abs(frac_sim - surviving(s_ref)) < 1e-4
ratio_sim = np.sum(area * end**3) / np.sum(area * end) / end[0]**2
assert abs(ratio_sim - rate_ratio(s_ref)) < 5e-4
assert ratio_sim > 1 / 3 + 0.05
mesh_shift = frac_sim - fraction(t_ref, cells=150)
assert abs(mesh_shift) < 2e-4

# Pure diffusion against the spreading Gaussian
r, area, start, end = simulate(t_ref, auger=0.0, diff=D)
spread = 1 + 4 * D * t_ref / w**2
assert np.max(abs(end - np.exp(-r**2 / (w**2 * spread)) / spread)) < 1e-5

# Neglected effects
surface_rate = 2 * S / thickness
linear_rate = surface_rate + 1 / tau_bulk
frac_diff = fraction(t_ref, diff=D)
frac_all = fraction(t_ref, diff=D, linear=linear_rate, rad=B)
frac_varC = fraction(t_ref, slope=g)
vertical_time = thickness**2 / (np.pi**2 * D)
heating = n0 * photon_eV * const.e / heat_capacity


def fermi_half(eta):
    # substitution x = y^2 removes the square-root edge
    value = quad(lambda y: 2 * y * y / (1 + np.exp(y * y - eta)), 0, 8)[0]
    return 2 / np.sqrt(np.pi) * value


def degeneracy(mass):
    dos = 2 * (2 * np.pi * mass * const.m_e * const.k * T / const.h**2)**1.5 * 1e-6
    eta = brentq(lambda e: fermi_half(e) - n0 / dos, -10, 10)
    return dos, eta, np.exp(eta) * dos / n0 - 1


dos_e, eta_e, excess_e = degeneracy(mass_e)
dos_h, eta_h, excess_h = degeneracy(mass_h)

print(f"Peak pair density n0: {n0:.2e} cm^-3")
print(f"Density 1/e radius w: {w*1e4:.0f} um; film thickness: {thickness*1e4:.1f} um")
print(f"Auger coefficient C: {C:.2e} cm^6/s; temperature: {T:.0f} K")
print(f"Number of pairs N: {n0*np.pi*w**2*thickness:.3e}")
print(f"Peak rate C n0^2: {peak_rate*1e-6:.2f} 1/us")
print(f"Averaged rate C n0^2/3: {mean_rate*1e-6:.2f} 1/us")
print(f"Inverse rates, peak and averaged: {1e9/peak_rate:.1f} and {1e9/mean_rate:.1f} ns")
print(f"Initial averaged rate from time integration: {slope_sim*1e-6:.2f} 1/us")
print(f"Apparent C if density is taken as uniform n0: {C/3:.2e} cm^6/s")
print(f"Factor from Cartesian sum, tilted ellipse: {factor_grid:.6f}")
print(f"Random carriers, mean u and mean u^2: {mc_mean:.4f} and {mc_square:.4f}")
print(f"Factor from squaring the mean density: {0.5**2:.2f}")
print(f"Factor in 1 and 3 dimensions: {dim_factor[1]:.4f} and {dim_factor[3]:.4f}")
s_one = 2 * peak_rate * 1e-9
print(f"After 1 ns: s = {s_one:.3f}, N/N0 = {surviving(s_one):.4f}")
print(f"After 1 ns: peak density / n0 = {1/np.sqrt(1+s_one):.4f}")
print(f"Reference time 1/(C n0^2): {t_ref*1e9:.1f} ns, s = {s_ref:.2f}")
print(f"N/N0 at reference time, formula: {surviving(s_ref):.4f}")
print(f"N/N0 at reference time, simulation: {frac_sim:.4f}")
print(f"Shift of N/N0 from 150 to 300 cells: {mesh_shift:.1e}")
print(f"Peak density / n0 at reference time: {1/np.sqrt(1+s_ref):.4f}")
print(f"N/N0 if the initial averaged rate stayed fixed: {np.exp(-mean_rate*t_ref):.4f}")
print(f"Averaged / current peak rate at reference time: {rate_ratio(s_ref):.4f}")
print(f"Diffusion D: {D:.0f} cm^2/s; peak fall 4D/w^2: {4*D/w**2*1e-6:.2f} 1/us")
print(f"Vertical evening-out time: {vertical_time*1e9:.2f} ns")
print(f"Surface velocity S: {S:.0f} cm/s; rate 2S/d: {surface_rate*1e-6:.2f} 1/us")
print(f"S at which 2S/d equals averaged Auger rate: {mean_rate*thickness/2:.0f} cm/s")
print(f"Bulk lifetime: {tau_bulk*1e6:.0f} us; bulk defect rate: {1e-6/tau_bulk:.2f} 1/us")
print(f"Radiative B: {B:.1e} cm^3/s; averaged rate B n0/2: {B*n0/2*1e-6:.3f} 1/us")
print(f"N/N0 at reference time with diffusion: {frac_diff:.4f}")
print(f"N/N0 with diffusion, surface, bulk, radiative: {frac_all:.4f}")
print(f"Factor if C doubles toward dilute edge: {factor_varC:.4f}")
print(f"N/N0 at reference time with that C(n): {frac_varC:.4f}")
print(f"Density-of-states masses, electron and hole: {mass_e:.2f} and {mass_h:.2f} m_e")
print(f"Effective densities of states: {dos_e:.2e} and {dos_h:.2e} cm^-3")
print(f"Reduced Fermi levels at n0: {eta_e:.2f} and {eta_h:.2f} kT from band edge")
print(f"Degeneracy excess of exp(eta): {100*excess_e:.1f} and {100*excess_h:.1f} percent")
print(f"Pump photon: {photon_eV:.2f} eV; heat capacity: {heat_capacity:.2f} J/(cm^3 K)")
print(f"Peak lattice heating if all pump energy stays: {heating:.2f} K")
print("PASS")
```

It prints:

```
Peak pair density n0: 1.00e+19 cm^-3
Density 1/e radius w: 100 um; film thickness: 1.0 um
Auger coefficient C: 4.00e-31 cm^6/s; temperature: 300 K
Number of pairs N: 3.142e+11
Peak rate C n0^2: 40.00 1/us
Averaged rate C n0^2/3: 13.33 1/us
Inverse rates, peak and averaged: 25.0 and 75.0 ns
Initial averaged rate from time integration: 13.33 1/us
Apparent C if density is taken as uniform n0: 1.33e-31 cm^6/s
Factor from Cartesian sum, tilted ellipse: 0.333333
Random carriers, mean u and mean u^2: 0.5002 and 0.3336
Factor from squaring the mean density: 0.25
Factor in 1 and 3 dimensions: 0.5774 and 0.1925
After 1 ns: s = 0.080, N/N0 = 0.9871
After 1 ns: peak density / n0 = 0.9623
Reference time 1/(C n0^2): 25.0 ns, s = 2.00
N/N0 at reference time, formula: 0.8105
N/N0 at reference time, simulation: 0.8105
Shift of N/N0 from 150 to 300 cells: 1.6e-05
Peak density / n0 at reference time: 0.5774
N/N0 if the initial averaged rate stayed fixed: 0.7165
Averaged / current peak rate at reference time: 0.4315
Diffusion D: 10 cm^2/s; peak fall 4D/w^2: 0.40 1/us
Vertical evening-out time: 0.10 ns
Surface velocity S: 10 cm/s; rate 2S/d: 0.20 1/us
S at which 2S/d equals averaged Auger rate: 667 cm/s
Bulk lifetime: 10 us; bulk defect rate: 0.10 1/us
Radiative B: 5.0e-15 cm^3/s; averaged rate B n0/2: 0.025 1/us
N/N0 at reference time with diffusion: 0.8115
N/N0 with diffusion, surface, bulk, radiative: 0.8060
Factor if C doubles toward dilute edge: 0.4167
N/N0 at reference time with that C(n): 0.7610
Density-of-states masses, electron and hole: 1.08 and 1.15 m_e
Effective densities of states: 2.82e+19 and 3.09e+19 cm^-3
Reduced Fermi levels at n0: -0.91 and -1.02 kT from band edge
Degeneracy excess of exp(eta): 13.3 and 12.0 percent
Pump photon: 2.33 eV; heat capacity: 1.66 J/(cm^3 K)
Peak lattice heating if all pump energy stays: 2.25 K
PASS
```
